# Two-electron umklapp on a spherical Fermi surface, with copper as example

## Problem

Two conduction electrons in a crystal collide. Their wavevectors change from $\mathbf k_1,\mathbf k_2$ to $\mathbf k_3,\mathbf k_4$, and crystal momentum is conserved up to a reciprocal-lattice vector $\mathbf G$:

$$\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4+\mathbf G .\tag{1}$$

The collision is called normal if $\mathbf G=0$ and umklapp if $\mathbf G\neq0$. The Fermi surface is a sphere of radius $k_F$, the band is parabolic, $\varepsilon=\hbar^2k^2/2m$, and the temperature is low, $k_BT\ll E_F$.

(a) How large must $k_F$ be, compared with the length $G$ of the shortest nonzero reciprocal-lattice vector, for umklapp collisions to be possible?

(b) Does free-electron copper satisfy the condition? Copper is face-centred cubic (fcc) with one conduction electron per atom. Take the rough lattice constant $a=0.361$ nm.

(c) At what electron number per atom would an fcc metal cross the threshold, and what happens below it?

(d) In copper, what fraction of colliding pairs can use a given shortest $\mathbf G$?

The distinction matters for electrical resistance. In a parabolic band an electron's velocity is $\hbar\mathbf k/m$, so the current of a pair is proportional to $\mathbf k_1+\mathbf k_2$. A normal collision leaves this sum unchanged and cannot by itself degrade the current. A relaxation-time model that lets every electron-electron collision destroy current misses this. An umklapp collision changes the sum by $\mathbf G$.

## A tempting solution

The Fermi sphere holds two spin states per allowed wavevector, and the allowed wavevectors have density $1/(2\pi)^3$ per unit volume of crystal. The electron density is therefore

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}k_F^3=\frac{k_F^3}{3\pi^2}.$$

The cubic fcc cell contains four atoms, so $n=4/a^3$, which is $85.0\ \text{nm}^{-3}$. Hence

$$k_F=\frac{(12\pi^2)^{1/3}}{a}=\frac{4.911}{0.361\ \text{nm}}=13.60\ \text{nm}^{-1}.$$

For the reciprocal lattice, write $\mathbf G=(2\pi/a)(h,k,l)$. The product of $\mathbf G$ with each primitive vector $\tfrac a2(0,1,1)$, $\tfrac a2(1,0,1)$, $\tfrac a2(1,1,0)$ must be a multiple of $2\pi$. This gives $k+l=2n_1$, $h+l=2n_2$ and $h+k=2n_3$ with integers $n_i$. Solving, $h=n_2+n_3-n_1$, and similarly for $k$ and $l$, so all three are integers. Since their pairwise sums are even, they are all even or all odd. The smallest nonzero value of $h^2+k^2+l^2$ is 4 in the even case and 3 in the odd case. The shortest vectors are thus the eight of type $(\pm1,\pm1,\pm1)$, with

$$G=\frac{2\pi\sqrt3}{a}=\frac{10.883}{0.361\ \text{nm}}=30.15\ \text{nm}^{-1}.$$

Now comes the tempting argument. An electron that starts and ends on the Fermi sphere changes its wavevector by at most the diameter $2k_F$. To take up $\mathbf G$ it needs $2k_F\ge G$. In copper $2k_F=27.21\ \text{nm}^{-1}$, which is less than $30.15\ \text{nm}^{-1}$. Umklapp collisions between electrons would then be forbidden in free-electron copper.

## Where it fails

The values of $k_F$ and $G$ are right, and so is the limit of $2k_F$ for one electron. The fault is the demand that one electron take up the whole of $\mathbf G$. Rearranging (1) gives

$$(\mathbf k_1-\mathbf k_3)+(\mathbf k_2-\mathbf k_4)=\mathbf G .$$

It is the sum of two wavevector changes that must equal $\mathbf G$. Each can be as long as $2k_F$, and both electrons can contribute.

## Right solution

### (a) The condition

**All four states lie on the sphere.** In the low-temperature limit the initial states must be occupied, so $\varepsilon_1,\varepsilon_2\le E_F$, and the final states must be empty, so $\varepsilon_3,\varepsilon_4\ge E_F$. Energy conservation, $\varepsilon_1+\varepsilon_2=\varepsilon_3+\varepsilon_4$, then says that a sum no greater than $2E_F$ equals a sum no less than $2E_F$. Both equal $2E_F$, and each energy equals $E_F$. At finite temperature the energies spread over a few $k_BT$ around $E_F$.

**Necessity.** Let $\hat{\mathbf G}$ be the unit vector along $\mathbf G$. Projecting (1) on it gives

$$G=\hat{\mathbf G}\cdot\mathbf k_1+\hat{\mathbf G}\cdot\mathbf k_2-\hat{\mathbf G}\cdot\mathbf k_3-\hat{\mathbf G}\cdot\mathbf k_4 .$$

Each of the four terms, with its sign, is at most $k_F$, because each vector has length $k_F$. Therefore

$$G\le 4k_F .\tag{2}$$

If the shortest reciprocal vector violates (2), every longer one does too.

**Sufficiency.** Suppose $G\le4k_F$. Choose a vector $\mathbf p$ perpendicular to $\mathbf G$ with $p^2=k_F^2-G^2/16$, which is not negative, and set

$$\mathbf k_{1,2}=\tfrac14\mathbf G\pm\mathbf p,\qquad \mathbf k_{3,4}=-\tfrac14\mathbf G\pm\mathbf p .\tag{3}$$

The cross terms in the squared lengths vanish because $\mathbf p\perp\mathbf G$, so each squared length is $G^2/16+p^2=k_F^2$. All four states are on the sphere and energy is conserved. The sums are $\mathbf k_1+\mathbf k_2=\tfrac12\mathbf G$ and $\mathbf k_3+\mathbf k_4=-\tfrac12\mathbf G$, and their difference is $\mathbf G$, as (1) requires. Each electron has supplied $\tfrac12\mathbf G$.

Umklapp is thus kinematically possible if and only if $4k_F\ge G$.

**The case of equality.** If $4k_F=G$, each term in the projection must reach its maximum. Then $\mathbf k_1=\mathbf k_2=k_F\hat{\mathbf G}$ and $\mathbf k_3=\mathbf k_4=-k_F\hat{\mathbf G}$. For each $\mathbf G$ this is a single event, possible for opposite spins, and it occupies no volume in the space of collisions. Only the strict inequality $4k_F>G$ gives a whole range of events on the sphere. (Even then the collision rate itself falls to zero as $T\to0$, because the thermal shell that holds both occupied initial states and empty final states shrinks away.)

**What the condition does not say.** It concerns wavevectors and energies, not the strength of the scattering. If the electrons were pure plane waves, an interaction depending on $\mathbf r_1-\mathbf r_2$ alone would conserve the total wavevector, and the amplitude for $\mathbf G\ne0$ would vanish. The lattice potential mixes into each state components shifted by reciprocal vectors, and these make the amplitude possible. "Free-electron copper" here means that the Fermi surface is taken as the free-electron sphere, not that the lattice is absent.

### (b) Copper

With the values already found,

$$4k_F=54.41\ \text{nm}^{-1}>G=30.15\ \text{nm}^{-1}.$$

The condition is satisfied, with $24.27\ \text{nm}^{-1}$ to spare. (Results are rounded at the end, so the last digit can differ from arithmetic on the rounded inputs.) The ratio is

$$\frac{4k_F}{G}=\frac{4(12\pi^2)^{1/3}}{2\pi\sqrt3}=\frac{2(12\pi^2)^{1/3}}{\pi\sqrt3}=1.805 .$$

The lattice constant has cancelled. The conclusion therefore does not depend on the rough value of $a$, nor on uniform thermal expansion, as long as the crystal stays fcc with one conduction electron per atom.

The event (3) has the component $G/4=7.54\ \text{nm}^{-1}$ along $\mathbf G$ and $p=11.33\ \text{nm}^{-1}$ across it. Each electron changes its wavevector by $G/2=15.07\ \text{nm}^{-1}$, well below the single-electron limit of $27.21\ \text{nm}^{-1}$.

The failure of $2k_F\ge G$ does have a meaning. It says that $k_F<G/2$. The nearest faces of the first Brillouin zone lie at the distance $G/2$ from its centre, so the whole sphere fits inside the zone. Every state on it has one label $\mathbf k$ in the zone, and this label is also the wavevector in the velocity $\hbar\mathbf k/m$. With these labels a collision is normal exactly when it leaves the current of the pair unchanged. The choice of zone matters: another primitive cell can cut the sphere and assign a different $\mathbf G$ to some collisions. If the sphere crossed the faces of the first zone, moving the outlying states back into that zone would have the same effect.

### (c) The threshold filling, and what lies below

Let an fcc metal have $z$ conduction electrons per atom. Then $n=4z/a^3$ and $k_F=(12\pi^2z)^{1/3}/a$. At threshold $4k_F=G$, so

$$4(12\pi^2z_c)^{1/3}=2\pi\sqrt3
\;\Rightarrow\;
12\pi^2z_c=\left(\frac{\pi\sqrt3}{2}\right)^3=\frac{3\sqrt3\,\pi^3}{8}
\;\Rightarrow\;
z_c=\frac{\pi\sqrt3}{32}=0.170 .$$

Copper, with $z=1$, has almost six times this filling.

Below threshold, electrons can still reach $\mathbf G$ if they have enough thermal energy. To find how much, drop the restriction to the sphere and keep energy conservation. For the parabolic band it reads

$$k_1^2+k_2^2=k_3^2+k_4^2\equiv S .$$

From $(k_1+k_2)^2=2S-(k_1-k_2)^2$ it follows that $k_1+k_2\le\sqrt{2S}$, and likewise $k_3+k_4\le\sqrt{2S}$. The projection of (1) on $\hat{\mathbf G}$ now gives

$$G\le k_1+k_2+k_3+k_4\le2\sqrt{2S}\quad\Rightarrow\quad S\ge\frac{G^2}{8}.$$

The pair energy is $\hbar^2S/2m$, so it must be at least $2\,\hbar^2(G/4)^2/2m$. The bound is reached when all four wavevectors have length $G/4$ and lie along $\pm\hat{\mathbf G}$. Subtracting $2E_F$ gives the least excess energy of the pair,

$$\Delta=2E_F\left[\left(\frac{G}{4k_F}\right)^2-1\right].\tag{4}$$

The rate contains the factor $f_1f_2(1-f_3)(1-f_4)$, where $f$ is the Fermi function. This is at most $f_1f_2$, and $f(\varepsilon)\le e^{-(\varepsilon-\mu)/k_BT}$. In a three-dimensional parabolic band at fixed density the chemical potential $\mu$ does not rise above $E_F$, so the factor is at most $e^{-\Delta/k_BT}$.

As an illustration, keep copper's lattice and suppose a hypothetical filling of $z=0.1$ at 400 K, where $k_BT=0.0345$ eV. Then $4k_F=25.26\ \text{nm}^{-1}$, which is less than $G$, and $E_F=1.519$ eV. Equation (4) gives

$$\Delta=2(1.519\ \text{eV})\left[\left(\frac{30.15}{25.26}\right)^2-1\right]=1.29\ \text{eV}.$$

The occupation factor is then at most $5.6\times10^{-17}$. Umklapp is not strictly forbidden, but it is frozen out.

Close below threshold the freezing is gentle. For $x=G/4k_F$ slightly above 1, $x^2-1\approx2(x-1)$ and $\Delta\approx4E_F(x-1)$, which goes to zero at the threshold. The sharp condition of part (a) is the low-temperature limit of a smooth crossover.

In copper itself the energy needed per electron, $\hbar^2(G/4)^2/2m=2.16$ eV, lies far below $E_F=7.05$ eV. No activation is required.

### (d) How many pairs can take part

Let $\mathbf P=\mathbf k_1+\mathbf k_2$ and $s=2k_F$. The final pair must have the sum $\mathbf P'=\mathbf P-\mathbf G$. Two vectors on the sphere can have any sum with $P'\le s$: take $\tfrac12\mathbf P'\pm\mathbf q$ with $\mathbf q\perp\mathbf P'$ and $q^2=k_F^2-P'^2/4$. The pair can therefore use $\mathbf G$ if and only if $|\mathbf P-\mathbf G|\le s$.

Draw $\mathbf k_1$ and $\mathbf k_2$ independently and uniformly over the sphere. If $\gamma$ is the angle between them, $P^2=2k_F^2(1+\cos\gamma)$. For uniform directions $\cos\gamma$ is uniform on $[-1,1]$, so $P^2$ is uniform on $[0,s^2]$ and $P$ has the probability density $2P/s^2$. The direction of $\mathbf P$ is isotropic.

Let $c$ be the cosine of the angle between $\mathbf P$ and $\mathbf G$. The condition $P^2+G^2-2PGc\le s^2$ becomes

$$c\ge c_0=\frac{P^2+G^2-s^2}{2PG}.$$

A fraction $(1-c_0)/2$ of all directions satisfies it, provided $-1\le c_0\le1$. Take $s\le G\le2s$, which includes copper. Then $c_0\ge-1$ is equivalent to $(P+G)^2\ge s^2$, which holds. The condition $c_0\le1$ is equivalent to $(G-P)^2\le s^2$, that is, $P\ge G-s$. The open fraction is

$$F=\int_{G-s}^{s}\frac{2P}{s^2}\,\frac{1-c_0}{2}\,dP
=\frac1{s^2}\int_{G-s}^{s}\left[P-\frac{P^2+G^2-s^2}{2G}\right]dP .$$

Over the common denominator $2G$ the bracket has the numerator $2GP-P^2-G^2+s^2=s^2-(G-P)^2$. With $u=G-P$ the limits become $s$ and $G-s$, and the sign of $du=-dP$ puts them in rising order:

$$F=\frac1{2Gs^2}\int_{G-s}^{s}(s^2-u^2)\,du
=\frac{s^2(2s-G)-\tfrac13\left[s^3-(G-s)^3\right]}{2Gs^2}.\tag{5}$$

Two limits show how this behaves.

- At $G=s=2k_F$ the numerator is $s^3-\tfrac13s^3=\tfrac23s^3$ and the denominator is $2s^3$, so $F=1/3$.
- Near threshold let $\delta=4k_F-G$ be small. The integral runs over a short interval of length $\delta$ below $u=s$, where $s^2-u^2\approx2s(s-u)$. It equals $s\delta^2$, and with $G\approx2s$ this gives $F\approx\delta^2/4s^2=(\delta/4k_F)^2$. The channel opens quadratically from zero.

For copper, $s=27.21\ \text{nm}^{-1}$ and $G=30.15\ \text{nm}^{-1}$ give $F=0.252$. About a quarter of all pairs can use a given shortest vector.

There are eight such vectors, equivalent by symmetry, so a pair can use on average $8F\approx2$ of them. Drawing 400,000 random pairs and counting those that can use at least one of the eight gives a fraction of 0.98. Some of the excluded pairs are nearly head-on: if $P<G-s$, no direction of $\mathbf P$ helps. Since $P^2$ is uniform, their share is $(G-s)^2/s^2$, about 1%. The other excluded pairs, about half a percent, are nearly head-on too: their $P$ lies between $G-s$ and about $6\ \text{nm}^{-1}$ and points too far from every one of the eight vectors. Two shells of longer vectors also satisfy (2) in copper. Equation (5) gives $F=0.154$ for each of the six of type $(2,0,0)$, of length $34.81\ \text{nm}^{-1}$, and $F=0.009$ for each of the twelve of type $(2,2,0)$, of length $49.23\ \text{nm}^{-1}$. Counting them leaves the fraction 0.98 unchanged.

These fractions count initial pairs. They are not scattering rates, which also involve the amplitude and the number of final states for each pair.

## Real copper lines

Consider a copper interconnect 20 nm wide at 400 K, and take 40 nm, roughly the bulk value at room temperature, as a generous mean free path. Three effects blur the condition, and each can be set against the margin of $24.27\ \text{nm}^{-1}$. Changing the energy of every electron by $k_BT$ shifts $4k_F$ by $4k_F\,k_BT/2E_F=0.13\ \text{nm}^{-1}$. The finite width blurs wavevectors by about $\pi/(20\ \text{nm})=0.157\ \text{nm}^{-1}$, and the mean free path by about $1/(40\ \text{nm})=0.025\ \text{nm}^{-1}$. Heat, surfaces and grain boundaries shorten the path, but even 10 nm would give a blur of only $0.1\ \text{nm}^{-1}$. None of them threatens the conclusion.

The assumption that real copper breaks is the spherical shape. Its Fermi surface bulges towards the (111) zone faces and meets them in narrow necks. A toy model shows what a neck can do to the argument, though it does not account for copper's necks. Take one pair of opposite faces and let the lattice potential mix each $\mathbf k$ with a single partner, whichever of $\mathbf k\pm\mathbf G$ is nearer in energy. Assume a rough gap of 5 eV at the face, and refit the Fermi energy numerically to the same electron density. The Fermi energy becomes 6.56 eV, above the lower band edge of 6.16 eV at the face, so the model surface touches the face in a neck of radius about $3.3\ \text{nm}^{-1}$. These two-wave values are not converged. Including all waves shifted by multiples of $\mathbf G$ lowers the Fermi energy to 6.44 eV, the band edge to 6.07 eV and the neck radius to $3.1\ \text{nm}^{-1}$, so in this one-pair model the neck remains.

The bound $4k_F$ no longer applies as it stands, because there is no single radius. The event (3) survives all the same. At the component $G/4$ along $\mathbf G$, the model surface lies $11.17\ \text{nm}^{-1}$ from the axis instead of $11.33\ \text{nm}^{-1}$, a change of between 1 and 2%. The four states $(\pm G/4,\pm11.17\ \text{nm}^{-1})$ have equal energy and satisfy (1). Their length, $13.47\ \text{nm}^{-1}$, is below $G/2$, so they lie inside the first zone. Real copper has necks on all eight (111) faces, which this model does not treat together, and its neck is fragile. If all eight shortest vectors mix with the same strength, the Fermi energy ends up slightly below the band edge at the face, by less than about 0.1 eV, and the surface just fails to touch. The model also leaves out copper's d bands, so its neck radius is not a prediction. The event (3) is more robust. For $\mathbf G$ along $(1,1,1)$ and $\mathbf p$ along $(1,-1,0)$, a mirror plane and inversion of the cubic crystal make the four energies equal. In the eight-face model the surface lies $11.15\ \text{nm}^{-1}$ from the axis in that direction.

That umklapp is allowed does not make it the main source of resistance. At the operating temperatures of interconnects, copper's resistivity comes mainly from phonons and, in narrow lines, also from surfaces and grain boundaries.

Numbers in the example were calculated in double precision.
